# Mixing or Newton near the thermal fold of a switching filament: verification in Python

```python
"""Electrothermal filament at fixed voltage: Picard and Newton near the thermal fold.

Model:  (sigma phi')' = 0,   kappa T'' + sigma phi'^2 - g (T - T0) = 0,
        sigma = sigma0 exp(-Ea / kB T),  T = T0 at both electrodes.
Result under test: a distance delta = Vc - V below the fold voltage Vc, Picard
iteration relaxed with weight omega has the rate 1 - 2 omega sqrt(b c delta), so
its count grows as delta^(-1/2), while Newton needs one more step per factor 4
in delta and halves its error at the fold.  b and c are the fold coefficients
of the plain Picard map.
Symbols: u = T - T0 (K), lengths in nm, potential in V, s = sigma/kappa (K/V^2),
j = s phi' (K/(V nm)), loss = g/kappa (nm^-2), ell = loss^(-1/2).
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as C
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq

kB = C.k / C.e                       # eV/K
Ea, sigma0, T0 = 0.25, 2.0e6, 300.0  # eV, S/m, K
kappa, kappa_ox = 1.0, 1.0           # W/(m K)
L, radius, sink = 50.0, 10.0, 40.0   # nm
N = 120                              # cells along the filament
TOL = 1e-6                           # K, true error asked of both methods
omega = 0.5                          # weight of the new temperature in Picard

# series thermal resistance: inside the filament, then through the oxide
g = 1 / ((radius * 1e-9)**2 * (1 / (8 * kappa)
         + np.log(sink / radius) / (2 * kappa_ox)))
loss = g / kappa * 1e-18
ell = loss**-0.5


def s(T):
    return sigma0 / kappa * np.exp(-Ea / (kB * T))


def ds(T):
    return s(T) * Ea / (kB * T**2)


def build(length, loss_rate, cells, contact=0.0):
    """Finite-volume matrices; contact = kappa * thermal contact resistance (nm)."""
    h = length / cells
    up, low = np.eye(cells, cells + 1, 1), np.eye(cells, cells + 1)
    D, B = (up - low) / h, (up + low) / 2
    weight = np.ones(cells + 1)
    weight[[0, -1]] = 0.5
    A = D.T @ D + np.diag(weight * loss_rate)
    keep = slice(1, cells)
    if contact > 0:
        A[0, 0] += 1 / (h * contact)
        A[-1, -1] += 1 / (h * contact)
        keep = slice(0, cells + 1)
    return SimpleNamespace(h=h, D=D[:, 1:cells], Dend=D[:, cells],
                           B=B[:, keep], A=A[keep, keep])


def drive(m, j):
    """State at fixed current: returns u, voltage and dV/dj."""
    u = np.zeros(m.A.shape[0])
    for _ in range(100):
        T = T0 + m.B @ u
        S = s(T)
        K = m.A + m.B.T @ ((j * j * ds(T) / S**2)[:, None] * m.B)
        du = np.linalg.solve(K, m.B.T @ (j * j / S) - m.A @ u)
        u = u + du
        if np.max(np.abs(du)) < 1e-9:
            break
    else:
        raise RuntimeError("fixed-current solve did not converge")
    T = T0 + m.B @ u
    S = s(T)
    uj = np.linalg.solve(K, m.B.T @ (2 * j / S))
    slope = m.h * np.sum(1 / S - j * ds(T) / S**2 * (m.B @ uj))
    return u, m.h * np.sum(j / S), slope


def find_fold(m, jref):
    """First maximum of V(j)."""
    previous = None
    for j in jref * np.geomspace(0.2, 20, 25):
        slope = drive(m, j)[2]
        if previous is None:
            assert slope > 0
        elif slope < 0:
            jc = brentq(lambda q: drive(m, q)[2], previous, j,
                        xtol=1e-13 * jref, rtol=1e-13)
            return jc, drive(m, jc)
        previous = j
    raise RuntimeError("no fold found")


# long-filament fold: kB T^2 = Ea (T - T0)
assert Ea > 4 * kB * T0
T_long = Ea / (2 * kB) * (1 - np.sqrt(1 - 4 * kB * T0 / Ea))
E_long = np.sqrt((T_long - T0) * loss / s(T_long))
jref = s(T_long) * E_long
V40 = find_fold(build(40 * ell, loss, 200), jref)[1][1]
V60 = find_fold(build(60 * ell, loss, 300), jref)[1][1]
E_measured = (V60 - V40) / (20 * ell)
assert abs(E_measured / E_long - 1) < 5e-3

# electrode cooling only: V^2/8 = integral of kappa/sigma, no fold
m0 = build(L, 0.0, N)
for factor in (0.5, 1.0, 2.0):
    u0, V0, slope0 = drive(m0, factor * jref)
    T_peak0 = T0 + u0[N // 2 - 1]
    V_quad = np.sqrt(8 * quad(lambda T: 1 / s(T), T0, T_peak0)[0])
    assert abs(V0 / V_quad - 1) < 1e-2 and slope0 > 0

# the example's fold, found at fixed current
m = build(L, loss, N)
jc, (uc, Vc, _) = find_fold(m, jref)

# the same state from the continuous boundary-value problem
x = np.linspace(0, L, N + 1)
u_pad = np.concatenate(([0], uc, [0]))
v_pad = np.concatenate(([0], np.cumsum(m.h * jc / s(T0 + m.B @ uc))))
bvp = solve_bvp(lambda q, y: np.vstack((y[1], loss * y[0] - jc**2 / s(T0 + y[0]),
                                        jc / s(T0 + y[0]))),
                lambda p, q: np.array([p[0], q[0], p[2]]), x,
                np.vstack((u_pad, np.gradient(u_pad, x), v_pad)),
                tol=1e-6, max_nodes=20000)
assert bvp.success
V_bvp = bvp.y[2, -1]
assert abs(V_bvp / Vc - 1) < 3e-3

# voltage-driven iterations
heat_inverse = np.linalg.solve(m.A, m.B.T)


def field(u, V):
    """Exact solution of current continuity for given temperature."""
    S = s(T0 + m.B @ u)
    return V / (m.h * np.sum(1 / S)) / S


def picard(u, V):
    """Plain Picard map."""
    S = s(T0 + m.B @ u)
    e = V / (m.h * np.sum(1 / S)) / S
    return heat_inverse @ (S * e * e)


def relaxed(u, V):
    return (1 - omega) * u + omega * picard(u, V)


def residual(phi, u, V):
    S, e = s(T0 + m.B @ u), m.D @ phi + m.Dend * V
    return np.concatenate((m.D.T @ (S * e), m.A @ u - m.B.T @ (S * e * e)))


def jacobian(phi, u, V):
    T, e = T0 + m.B @ u, m.D @ phi + m.Dend * V
    S, dS = s(T), ds(T)
    return np.block([
        [m.D.T @ (S[:, None] * m.D), m.D.T @ ((dS * e)[:, None] * m.B)],
        [-m.B.T @ ((2 * S * e)[:, None] * m.D),
         m.A - m.B.T @ ((dS * e * e)[:, None] * m.B)]])


def potential(u, V):
    return np.cumsum(m.h * field(u, V))[:-1]


def picard_matrix(u, V):
    """Derivative of the plain Picard map from the Schur complement."""
    n = len(u)
    J = jacobian(potential(u, V), u, V)
    schur = J[n:, n:] - J[n:, :n] @ np.linalg.solve(J[:n, :n], J[:n, n:])
    return np.eye(n) - np.linalg.solve(m.A, schur)


n = len(uc)
phi_c = potential(uc, Vc)
assert np.max(np.abs(residual(phi_c, uc, Vc))) < 1e-7
rng = np.random.default_rng(1)
dphi, du = 0.01 * rng.standard_normal(n), rng.standard_normal(n)
t = 1e-3
numeric = (residual(phi_c + t * dphi, uc + t * du, Vc)
           - residual(phi_c - t * dphi, uc - t * du, Vc)) / (2 * t)
exact = jacobian(phi_c, uc, Vc) @ np.concatenate((dphi, du))
assert np.linalg.norm(numeric - exact) < 1e-5 * np.linalg.norm(exact)

M = picard_matrix(uc, Vc)
values, vectors = np.linalg.eig(M)
k = np.argmax(values.real)
mu_fold = values[k].real
others = np.delete(values, k)
relaxed_others = np.max(np.abs(1 - omega + omega * others))
assert abs(mu_fold - 1) < 1e-6          # fold of V(j) = unit Picard eigenvalue
assert relaxed_others < 1
right = vectors[:, k].real
right = right / right[np.argmax(np.abs(right))]
values_l, vectors_l = np.linalg.eig(M.T)
left = vectors_l[:, np.argmax(values_l.real)].real
left = left / (left @ right)

b = 2 * (left @ uc) / Vc
t = 0.3
c = left @ (picard(uc + t * right, Vc) - 2 * picard(uc, Vc)
            + picard(uc - t * right, Vc)) / (2 * t * t)
assert b > 0 and c > 0


def run_picard(V, target):
    """Count, last error ratio, and (step, error) when the step is below 1e-3 K."""
    u, old_error, early = np.zeros(n), np.max(np.abs(target)), None
    for count in range(1, 100001):
        new = relaxed(u, V)
        step, error = np.max(np.abs(new - u)), np.max(np.abs(new - target))
        if early is None and step < 1e-3:
            early = (step, error)
        u = new
        if error < TOL:
            return count, error / old_error, early
        old_error = error
    raise RuntimeError("Picard did not converge")


halvings = 0


def run_newton(V, steps, target=None):
    """Coupled Newton in (phi, u) from the cold uniform state.

    A step that changes the sign of the Jacobian determinant has crossed the
    singular surface and is halved.
    """
    global halvings
    phi, u = V * x[1:-1] / L, np.zeros(n)
    J = jacobian(phi, u, V)
    sign = np.linalg.slogdet(J)[0]
    history = [u]
    for _ in range(steps):
        d = np.linalg.solve(J, -residual(phi, u, V))
        scale = 1.0
        while True:
            new_phi, new_u = phi + scale * d[:n], u + scale * d[n:]
            J = jacobian(new_phi, new_u, V)
            if np.linalg.slogdet(J)[0] == sign or scale < 1e-3:
                break
            scale /= 2
            halvings += 1
        phi, u = new_phi, new_u
        history.append(u)
        if target is not None and np.max(np.abs(u - target)) < TOL:
            return history
    assert target is None, "Newton did not reach the cold solution"
    return history


rows = []
for eps in (1e-1, 1e-2, 1e-3, 1e-4, 1e-5, 1e-6):
    V = Vc * (1 - eps)
    j = brentq(lambda q: drive(m, q)[1] - V, 1e-3 * jc, jc,
               xtol=1e-14 * jc, rtol=1e-14)
    target = drive(m, j)[0]
    spectrum = np.linalg.eigvals(picard_matrix(target, V)).real
    rate = 1 - omega + omega * np.max(spectrum)
    count, ratio, early = run_picard(V, target)
    history = run_newton(V, 60, target)
    rows.append(SimpleNamespace(eps=eps, V=V, top=np.max(spectrum),
                                low=np.min(spectrum), rate=rate, picard=count,
                                ratio=ratio, early=early, newton=len(history) - 1,
                                history=history, target=target,
                                alpha=np.sqrt(b * Vc * eps / c)))

mid, near, last = rows[2], rows[3], rows[5]

# plain Picard: follow a small disturbance along the lowest eigenvector
spec, modes = np.linalg.eig(picard_matrix(mid.target, mid.V))
q = np.argmin(spec.real)
mode = modes[:, q] / modes[np.argmax(np.abs(modes[:, q])), q]
parity = (mode.real @ mode.real[::-1]) / (mode.real @ mode.real)
t, plain_steps = 1e-3, 20
u = mid.target + t * mode.real
for _ in range(plain_steps):
    u = picard(u, mid.V)
followed = (u - mid.target) / t
expected = (spec[q]**plain_steps * mode).real
assert np.linalg.norm(followed - expected) < 0.02 * np.linalg.norm(expected)
plain_growth = np.linalg.norm(followed) / np.linalg.norm(mode.real)

# relaxed Picard: rate, count and stopping rule
assert abs(mid.ratio - mid.rate) < 1e-4
law = 2 * omega * np.sqrt(b * c * Vc * last.eps)
assert abs((1 - last.rate) / law - 1) < 0.02
picard_predicted = np.log(2 * last.alpha / TOL) / law
assert abs(last.picard / picard_predicted - 1) < 0.05
error_predicted = near.early[0] * near.rate / (1 - near.rate)
assert abs(near.early[1] / error_predicted - 1) < 0.1

# Newton: y -> (y + 1/y)/2, and the growth of its count
final = left @ (last.target - uc)
y = np.array([left @ (u - uc) / final for u in last.history])
pairs = [(p, r) for p, r in zip(y[:-1], y[1:]) if 1.001 < p < 10]
assert len(pairs) >= 3
assert all(abs(r / ((p + 1 / p) / 2) - 1) < 0.05 for p, r in pairs)
first = rows[1]
extra_predicted = np.log2(np.log(2 * last.alpha / TOL) / last.alpha
                          / (np.log(2 * first.alpha / TOL) / first.alpha))
extra = last.newton - first.newton
assert abs(extra - extra_predicted) < 1.5

# exactly at the fold
amplitudes = [left @ (u - uc) for u in run_newton(Vc, 10)]
newton_ratio = amplitudes[10] / amplitudes[9]
assert abs(newton_ratio - 0.5) < 0.01
u, n_fold = np.zeros(n), 20000
for _ in range(n_fold):
    u = relaxed(u, Vc)
fold_error = -(left @ (u - uc))
assert abs(fold_error * omega * c * n_fold - 1) < 0.02

# just above the fold: slow passage that can pass for convergence
eps_above = 1e-5
V = Vc * (1 + eps_above)
u, passage, least_step = np.zeros(n), 0, np.inf
while left @ (u - uc) < 30 and passage < 20000:
    new = relaxed(u, V)
    least_step = min(least_step, np.max(np.abs(new - u)))
    u, passage = new, passage + 1
passage_predicted = np.pi / (omega * np.sqrt(b * c * Vc * eps_above))
step_predicted = omega * b * Vc * eps_above
assert abs(passage / passage_predicted - 1) < 0.03
assert abs(least_step / step_predicted - 1) < 0.03

# sizes of neglected effects
eps_r, R_contact = 45.0, 1e-8        # rough permittivity; m^2 K/W


def lowering(E):                     # E in V/nm, result in eV
    return np.sqrt(C.e * E * 1e9 / (np.pi * C.epsilon_0 * eps_r))


T_scan = np.arange(301.0, 601.0)
E_pf = np.array([brentq(lambda E: E * E * sigma0 / kappa
                        * np.exp(-(Ea - lowering(E)) / (kB * T))
                        - loss * (T - T0), 1e-9, 1.0) for T in T_scan])
top = int(np.argmax(np.diff(E_pf) < 0))
assert top > 0
V_contact = find_fold(build(L, loss, N, kappa * R_contact * 1e9), jref)[1][1]
u_peak = np.max(uc)
radial_drop = loss * u_peak * radius**2 / 4
T_peak = T0 + u_peak
sigma_ratio = s(T_peak + radial_drop / 2) / s(T_peak - radial_drop / 2)
E_end = field(uc, Vc)[0]
seebeck_ratio = Ea / T0 * (uc[0] / m.h) / E_end
hartree = C.physical_constants["Hartree energy in eV"][0]

print(f"activation energy {Ea:.2f} eV, prefactor {sigma0:.1e} S/m")
print(f"ambient {T0:.0f} K, conductivity there {kappa*s(T0):.1f} S/m")
print(f"length {L:.0f} nm, radius {radius:.0f} nm, heat sink at {sink:.0f} nm")
print(f"thermal conductivity: filament {kappa:.1f}, oxide {kappa_ox:.1f} W/(m K)")
print(f"lateral loss g {g:.3e} W/(m3 K), healing length {ell:.2f} nm")
print(f"cells {N}, error tolerance {TOL:.0e} K, Picard weight {omega:.1f}")
print(f"least activation energy for a long-filament fold {4*kB*T0:.4f} eV")
print(f"long-filament fold: {T_long:.1f} K, field {E_long*10:.4f} MV/cm")
print(f"same field from two long filaments {E_measured*10:.4f} MV/cm")
print(f"no lateral loss, peak {T_peak0:.1f} K: V {V0:.4f} V, quadrature {V_quad:.4f} V")
print(f"fold voltage {Vc:.5f} V = {Vc/hartree:.6f} atomic units")
print(f"fold voltage, continuous problem {V_bvp:.5f} V")
print(f"fold current {kappa*jc*1e9*np.pi*(radius*1e-9)**2*1e6:.2f} uA")
print(f"fold peak temperature {T_peak:.2f} K")
print(f"plain Picard at fold: top eigenvalue {mu_fold:.8f}")
print(f"  lowest eigenvalue {np.min(values.real):.4f}")
print(f"relaxed Picard at fold: largest other modulus {relaxed_others:.4f}")
print(f"fold coefficients: b {b:.3f} K/V, c {c:.6f} 1/K")
print("(Vc-V)/Vc, plain top, plain lowest, relaxed rate, Picard, Newton steps:")
for row in rows:
    print(f"  {row.eps:.0e} {row.top:.6f} {row.low:.4f} {row.rate:.6f}"
          f" {row.picard:6d} {row.newton:3d}")
print(f"plain Picard at 1e-3, lowest mode: mirror parity {parity:.3f}")
print(f"  disturbance after {plain_steps} steps times {plain_growth:.4f}")
print(f"1-rate at 1e-6: computed {1-last.rate:.6f}, law {law:.6f}")
print(f"Picard steps at 1e-6, predicted {picard_predicted:.0f}")
print(f"extra Newton steps 1e-2 to 1e-6: {extra}, predicted {extra_predicted:.2f}")
print(f"Newton step halvings in all runs: {halvings}")
print(f"at 1e-4: Picard change {near.early[0]:.6f} K, true error {near.early[1]:.5f} K")
print(f"  error predicted from that change {error_predicted:.5f} K")
print("Newton at 1e-6, y and next y:")
for p, r in pairs:
    print(f"  {p:.5f}  {r:.5f}  (law {(p+1/p)/2:.5f})")
print(f"Newton error ratio at fold {newton_ratio:.5f}")
print(f"Picard error at fold after {n_fold} steps {fold_error:.5f} K")
print(f"  law 1/(omega c n) {1/(omega*c*n_fold):.5f} K")
print(f"above fold by {eps_above:.0e}: passage {passage} steps, law {passage_predicted:.0f}")
print(f"  least change {least_step:.6f} K, law {step_predicted:.6f} K")
print(f"mean field at fold {Vc/L*10:.3f} MV/cm, at contact {E_end*10:.3f} MV/cm")
print(f"Poole-Frenkel lowering (permittivity {eps_r:.0f}): mean {lowering(Vc/L):.3f} eV")
print(f"  at contact {lowering(E_end):.3f} eV")
print(f"  long-filament fold field with it {E_pf[top]*10:.4f} MV/cm")
print(f"fold voltage with contact resistance {R_contact:.0e} m2K/W: {V_contact:.4f} V")
print(f"radial drop {radial_drop:.1f} K, conductivity ratio {sigma_ratio:.2f}")
print(f"Seebeck field / ohmic field at contact {seebeck_ratio:.3f}")
print("all good")
```

Running it gives:

```
activation energy 0.25 eV, prefactor 2.0e+06 S/m
ambient 300 K, conductivity there 126.2 S/m
length 50 nm, radius 10 nm, heat sink at 40 nm
thermal conductivity: filament 1.0, oxide 1.0 W/(m K)
lateral loss g 1.222e+16 W/(m3 K), healing length 9.05 nm
cells 120, error tolerance 1e-06 K, Picard weight 0.5
least activation energy for a long-filament fold 0.1034 eV
long-filament fold: 339.8 K, field 0.3523 MV/cm
same field from two long filaments 0.3518 MV/cm
no lateral loss, peak 437.1 K: V 1.5148 V, quadrature 1.5160 V
fold voltage 2.57410 V = 0.094597 atomic units
fold voltage, continuous problem 2.57495 V
fold current 10.37 uA
fold peak temperature 382.99 K
plain Picard at fold: top eigenvalue 1.00000000
  lowest eigenvalue -1.0253
relaxed Picard at fold: largest other modulus 0.5000
fold coefficients: b 56.915 K/V, c 0.002931 1/K
(Vc-V)/Vc, plain top, plain lowest, relaxed rate, Picard, Newton steps:
  1e-01 0.569736 -0.5080 0.784868     71   4
  1e-02 0.865278 -0.8437 0.932639    244   6
  1e-03 0.958113 -0.9661 0.979056    766   7
  1e-04 0.986848 -1.0064 0.993424   2307   9
  1e-05 0.995851 -1.0193 0.997925   6803  10
  1e-06 0.998689 -1.0234 0.999344  19823  12
plain Picard at 1e-3, lowest mode: mirror parity -1.000
  disturbance after 20 steps times 0.5021
1-rate at 1e-6: computed 0.000656, law 0.000655
Picard steps at 1e-6, predicted 19856
extra Newton steps 1e-2 to 1e-6: 6, predicted 6.21
Newton step halvings in all runs: 0
at 1e-4: Picard change 0.000999 K, true error 0.14601 K
  error predicted from that change 0.15087 K
Newton at 1e-6, y and next y:
  6.14492  3.15701  (law 3.15383)
  3.15701  1.73735  (law 1.73688)
  1.73735  1.15646  (law 1.15647)
  1.15646  1.01058  (law 1.01058)
  1.01058  1.00006  (law 1.00006)
Newton error ratio at fold 0.50008
Picard error at fold after 20000 steps 0.03408 K
  law 1/(omega c n) 0.03412 K
above fold by 1e-05: passage 2999 steps, law 3032
  least change 0.000733 K, law 0.000733 K
mean field at fold 0.515 MV/cm, at contact 2.289 MV/cm
Poole-Frenkel lowering (permittivity 45): mean 0.081 eV
  at contact 0.171 eV
  long-filament fold field with it 0.1634 MV/cm
fold voltage with contact resistance 1e-08 m2K/W: 1.9572 V
radial drop 25.4 K, conductivity ratio 1.65
Seebeck field / ohmic field at contact 0.073
all good
```
